# Nonrelativistic recoil correction to the orbital g factor: a program that tests the result

```python
"""
Nonrelativistic recoil correction to the orbital g factor.
Result under test, for N electrons (mass m, charge -1) and a nucleus (M, +Z):
    g_L = 1 - kappa*(1 + T),   T = <sum_{i != j} (r_i x p_j)_z> / M_L,
    kappa = (m/M)*(1 + Q*m/Mt),  Q = Z - N,  Mt = M + N*m.
r_i: electron position relative to the nucleus, p_i: conjugate momentum.
The Zeeman energy is g_L*M_L*B/2 in Hartree atomic units.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, ao2mo


# ---------- symbolic separation of the centre of mass, two electrons ----------
def check_separation():
    m, M, Z, B = sp.symbols("m M Z B")
    names = "x1 y1 x2 y2 a1 b1 a2 b2 Rx Ry Kx Ky"
    x1, y1, x2, y2, a1, b1, a2, b2, Rx, Ry, Kx, Ky = sp.symbols(names)
    field = sp.QQ.frac_field(m, M, Z)
    phase = (x1, y1, x2, y2, a1, b1, a2, b2, Rx, Ry, Kx, Ky, B)

    def is_zero(expression, variables=phase):
        return sp.Poly(expression, *variables, domain=field).is_zero

    def vec(a, b):
        return sp.Matrix([a, b])

    def b_cross(v):
        return B * vec(-v[1], v[0])

    def cross(u, v):
        return u[0] * v[1] - u[1] * v[0]

    total = M + 2 * m
    charge = Z - 2
    eta = 1 + charge * m / total
    r = [vec(x1, y1), vec(x2, y2)]
    p = [vec(a1, b1), vec(a2, b2)]
    R, K = vec(Rx, Ry), vec(Kx, Ky)
    X, Pi = r[0] + r[1], p[0] + p[1]

    def positions(centre, rel):
        shift = (rel[0] + rel[1]) * m / total
        return [centre + rel[0] - shift, centre + rel[1] - shift,
                centre - shift]

    def momenta(P, rel):
        return [rel[0] + P * m / total, rel[1] + P * m / total,
                P * M / total - rel[0] - rel[1]]

    # canonical test: sum p.dr must keep its form (velocities as new symbols)
    v = sp.symbols("v0:6")
    vel = [vec(v[0], v[1]), vec(v[2], v[3])]
    vel_cm = vec(v[4], v[5])
    lab = sum(q.dot(w) for q, w in
              zip(momenta(K, p), positions(vel_cm, vel)))
    new = K.dot(vel_cm) + p[0].dot(vel[0]) + p[1].dot(vel[1])
    assert is_zero(lab - new, phase + v)

    # laboratory kinetic energy after the gradient (unitary) shift of momenta
    c = -eta / 2
    P_cm = K + charge * b_cross(R) / 2
    shifted = [q + c * b_cross(R) for q in p]
    mom = momenta(P_cm - c * b_cross(X), shifted)
    pos = positions(R, r)
    kinetic = 0
    for q, s, mass, q_el in zip(mom, pos, (m, m, M), (-1, -1, Z)):
        w = q - q_el * b_cross(s) / 2
        kinetic += w.dot(w) / (2 * mass)
    assert is_zero(sp.diff(kinetic, Rx)) and is_zero(sp.diff(kinetic, Ry))
    linear = sp.diff(kinetic, B).subs(B, 0)
    kappa = m / M * eta
    L = cross(r[0], p[0]) + cross(r[1], p[1])
    claimed = (L - kappa * cross(X, Pi)) / (2 * m)
    claimed += eta / total * (K[1] * X[0] - K[0] * X[1])
    assert is_zero(linear - claimed)


check_separation()


# ---------- spring-bound particles: full laboratory normal modes ----------
def kappa_value(n_el, Z, M):
    return (1 + (Z - n_el) / (M + n_el)) / M


def spring_g(n_el, Z, M, B, k=1.0, k_ee=-0.3):
    """g factors of the symmetric and relative modes from lab-frame motion."""
    size = n_el + 1
    stiff = np.zeros((size, size))
    for i in range(size):
        for j in range(i):
            kij = k if i == n_el else k_ee
            stiff[i, i] += kij
            stiff[j, j] += kij
            stiff[i, j] -= kij
            stiff[j, i] -= kij
    mass = np.array([1.0] * n_el + [M])
    charge = np.array([-1.0] * n_el + [Z])
    companion = np.block([
        [np.zeros((size, size)), np.eye(size)],
        [stiff / mass[:, None], -np.diag(charge * B / mass)]])
    freq = np.linalg.eigvals(companion)
    centres = [np.sqrt(k * (1 + n_el / M))]
    if n_el > 1:
        centres.append(np.sqrt(k + n_el * k_ee))
    result = []
    for w0 in centres:
        up = freq[np.argmin(abs(freq - w0))].real
        down = freq[np.argmin(abs(freq + w0))].real
        result.append((up + down) / B)
    return result


M_model, B_model = 10.0, 1e-3
spring_rows = []
for n_el, Z in ((1, 1), (2, 2), (2, 3)):
    g_modes = spring_g(n_el, Z, M_model, B_model)
    kap = kappa_value(n_el, Z, M_model)
    assert abs(g_modes[0] - (1 - n_el * kap)) < 1e-5   # error of order B^2
    if n_el > 1:
        assert abs(g_modes[1] - 1) < 1e-5
    spring_rows.append((n_el, Z, kap, g_modes))


# ---------- exchange term of a 1s2p product by 3D quadrature ----------
def exchange_3d(z_s, z_p):
    """Singlet T from its definition, and |<1s|r|2p>|^2."""
    decay = z_s + z_p / 2
    t, wt = np.polynomial.laguerre.laggauss(16)
    u, wu = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(8) / 8
    rad, cos_t, ph = np.meshgrid(t / decay, u, phi, indexing="ij")
    weight = (wt * np.exp(t) / decay)[:, None, None] * wu[None, :, None]
    weight = weight * rad**2 * (2 * np.pi / 8)
    sin_t = np.sqrt(1 - cos_t**2)
    xyz = rad * np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])
    s = np.sqrt(z_s**3 / np.pi) * np.exp(-z_s * rad)
    p_plus = -np.sqrt(z_p**5 / (64 * np.pi)) * (xyz[0] + 1j * xyz[1])
    p_plus = p_plus * np.exp(-z_p * rad / 2)
    assert abs(quad(lambda q: z_p**5 / 24 * q**4 * np.exp(-z_p * q),
                    0, np.inf)[0] - 1) < 1e-8
    r_sp = np.array([np.sum(weight * s * a * p_plus) for a in xyz])
    grad_s = -z_s * xyz / rad * s
    p_ps = np.array([np.sum(weight * p_plus.conj() * (-1j) * a)
                     for a in grad_s])
    value = 2 * (r_sp[0] * p_ps[1] - r_sp[1] * p_ps[0]).real
    return value, np.sum(abs(r_sp)**2)


def radial_integrals(z_s, z_p):
    def R_s(r):
        return 2 * z_s**1.5 * np.exp(-z_s * r)

    def R_p(r):
        return z_p**2.5 / np.sqrt(24) * r * np.exp(-z_p * r / 2)
    length = quad(lambda r: R_s(r) * R_p(r) * r**3, 0, np.inf)[0]
    slope = quad(lambda r: -z_s * R_s(r) * R_p(r) * r**2, 0, np.inf)[0]
    return length, slope


T_common, dipole_sq = exchange_3d(2.0, 2.0)
omega = 2.0**2 * (1 - 1 / 4) / 2
f_osc = 2 * omega * dipole_sq
assert abs(T_common - f_osc) < 1e-8
T_screened, _ = exchange_3d(2.0, 1.0)
R_int, V_int = radial_integrals(2.0, 1.0)
assert abs(T_screened + 2 / 3 * R_int * V_int) < 1e-8


# ---------- helium 1s2p: full CI in an s, p, d Gaussian basis ----------
exponents = {0: 0.02 * 2.6**np.arange(13),
             1: 0.01 * 2.3**np.arange(10),
             2: 0.04 * 2.8**np.arange(5)}
shells = [[l, [float(a), 1.0]] for l in exponents for a in exponents[l]]
mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
n_ao = mol.nao_nr()
S = mol.intor("int1e_ovlp")
T_kin = mol.intor("int1e_kin")
V_nuc = mol.intor("int1e_nuc")
pos = mol.intor("int1e_r")
grad = -mol.intor("int1e_ipovlp")          # <p| d/dx |q>
eri = ao2mo.restore(1, mol.intor("int2e", aosym="s8"), n_ao)

# reflection codes (x=1, y=2, z=4) and action of L_z on real harmonics
codes = {0: [0], 1: [1, 2, 4], 2: [3, 6, 0, 5, 0]}
turns = {0: [], 1: [(0, 1, 1)], 2: [(3, 1, 1), (4, 0, 2)]}
parity = np.zeros(n_ao, dtype=int)
ang = np.zeros(n_ao, dtype=int)
Lz = np.zeros((n_ao, n_ao), dtype=complex)
starts = mol.ao_loc_nr()
for shell in range(mol.nbas):
    l, first = mol.bas_angular(shell), starts[shell]
    parity[first:first + 2 * l + 1] = codes[l]
    ang[first:first + 2 * l + 1] = l
    for i_cos, i_sin, m_l in turns[l]:
        Lz[first + i_sin, first + i_cos] = 1j * m_l
        Lz[first + i_cos, first + i_sin] = -1j * m_l
commutator = Lz.conj().T @ pos[0] - pos[0] @ Lz
assert np.allclose(commutator, 1j * pos[1], atol=1e-8)


def rotate(C):
    return Lz @ C + C @ Lz.T


def plus_state(C_x):
    """M_L = +1 state from the real state that transforms like x."""
    return (C_x + rotate(C_x)) / np.sqrt(2)


def two_electron_term(C):
    px, py = -1j * grad[0], -1j * grad[1]
    acted = pos[0] @ C @ py.T - pos[1] @ C @ px.T
    return 2 * np.vdot(C, acted).real


def helium_p_state(sign, l_max=2, inv_mass=0.0):
    """sign=+1 singlet, -1 triplet; returns energy, kinetic energy, T."""
    pairs = np.array([(i, j) for i in range(n_ao) for j in range(i + 1, n_ao)
                      if parity[i] ^ parity[j] == 1
                      and max(ang[i], ang[j]) <= l_max])
    i, j = pairs[:, 0][:, None], pairs[:, 1][:, None]
    k, l = pairs[:, 0][None, :], pairs[:, 1][None, :]
    h = T_kin * (1 + inv_mass) + V_nuc

    def element(a, b):
        value = h[i, a] * S[j, b] + S[i, a] * h[j, b] + eri[i, a, j, b]
        for d in grad:                      # mass polarization p1.p2/M
            value = value - inv_mass * d[i, a] * d[j, b]
        return value
    H = element(k, l) + sign * element(l, k)
    O = S[i, k] * S[j, l] + sign * S[i, l] * S[j, k]
    energy, vector = eigh(H, O, subset_by_index=[0, 0])
    C = np.zeros((n_ao, n_ao))
    C[pairs[:, 0], pairs[:, 1]] = vector[:, 0] / np.sqrt(2)
    C[pairs[:, 1], pairs[:, 0]] = sign * vector[:, 0] / np.sqrt(2)
    C_plus = plus_state(C)
    assert abs(np.vdot(C_plus, S @ C_plus @ S) - 1) < 1e-6
    rest = rotate(C_plus) - C_plus
    assert abs(np.vdot(rest, S @ rest @ S)) < 1e-6
    kinetic = 2 * np.vdot(C, T_kin @ C @ S).real
    return energy[0], kinetic, two_electron_term(C_plus)


# matrix machinery against the 3D quadrature, for the screened product state
s_orb = eigh(T_kin + V_nuc, S)[1][:, 0]
x_set = np.where((ang == 1) & (parity == 1))[0]
block = np.ix_(x_set, x_set)
x_orb = np.zeros(n_ao)
x_orb[x_set] = eigh((T_kin + V_nuc / 2)[block], S[block])[1][:, 0]
for sign in (1, -1):
    C = (np.outer(s_orb, x_orb) + sign * np.outer(x_orb, s_orb)) / np.sqrt(2)
    T_matrix = two_electron_term(plus_state(C))
    assert abs(T_matrix - sign * T_screened) < 3e-4   # finite Gaussian basis

ratio_he = 1 / constants.value("alpha particle-electron mass ratio")
ratio_h = 1 / constants.value("proton-electron mass ratio")
mu_b_mhz = constants.value("Bohr magneton in Hz/T") / 1e6
helium = {}
for name, sign in (("triplet", -1), ("singlet", 1)):
    E, kin, T = helium_p_state(sign)
    E_sp, _, T_sp = helium_p_state(sign, l_max=1)
    _, _, T_mass = helium_p_state(sign, inv_mass=ratio_he)
    assert abs(E + kin) < 1e-3               # virial theorem, finite basis
    assert E <= E_sp + 1e-9
    assert sign * T > 0
    assert abs(T_mass - T) < 10 * ratio_he
    helium[name] = (E, kin, T, E_sp, T_sp, T_mass)
assert helium["triplet"][0] < helium["singlet"][0]

# ---------- output ----------
print("Spring model: m = 1, M =", M_model, ", B =", B_model, "a.u.")
print("  spring constants: electron-nucleus 1.0, electron-electron -0.3 a.u.")
for n_el, Z, kap, g_modes in spring_rows:
    print(f"  N={n_el} Z={Z}: kappa = {kap:.6f}, "
          f"g symmetric (lab modes) = {g_modes[0]:.6f}")
    if n_el > 1:
        print(f"    g relative (lab modes) = {g_modes[1]:.6f}")
print("Product states 1s2p (dimensionless T, singlet sign)")
print(f"  common charge 2: T = {T_common:.6f}, f(1s-2p) = {f_osc:.6f}")
print(f"  screened charges 2 and 1: length integral = {R_int:.6f} bohr")
print(f"  screened: slope integral = {V_int:.6f} 1/bohr")
print(f"  screened: T = {T_screened:.6f}")
print("Mass ratios m/M (dimensionless)")
print(f"  hydrogen-1: {ratio_h:.6e}")
print(f"  helium-4:   {ratio_he:.6e}")
print(f"Hydrogen one-electron g_L = {1 - ratio_h:.8f}")
print(f"Bohr magneton / h = {mu_b_mhz:.3f} MHz/T")
print(f"Gaussian basis: 13 s, 10 p, 5 d shells, {n_ao} functions")
for name, (E, kin, T, E_sp, T_sp, T_mass) in helium.items():
    dg = -ratio_he * (1 + T)
    print(f"Helium 1s2p {name} P, full CI")
    print(f"  energy (s,p,d) = {E:.6f} hartree")
    print(f"  energy (s,p)   = {E_sp:.6f} hartree")
    print(f"  kinetic energy = {kin:.6f} hartree")
    print(f"  T (s,p,d) = {T:.5f}")
    print(f"  T (s,p)   = {T_sp:.5f}")
    print(f"  change of T from finite nuclear mass = {T_mass - T:.2e}")
    print(f"  one-electron part of g_L - 1 = {-ratio_he * 1e6:.2f} e-6")
    print(f"  two-electron part of g_L - 1 = {-ratio_he * T * 1e6:.2f} e-6")
    print(f"  g_L - 1 = {dg * 1e6:.2f} e-6,  g_L = {1 + dg:.8f}")
    print(f"  recoil shift, M_L=1, 1 tesla = {dg * mu_b_mhz:.4f} MHz")
print("finished without a failed check")
```

Output:

```
Spring model: m = 1, M = 10.0 , B = 0.001 a.u.
  spring constants: electron-nucleus 1.0, electron-electron -0.3 a.u.
  N=1 Z=1: kappa = 0.100000, g symmetric (lab modes) = 0.900000
  N=2 Z=2: kappa = 0.100000, g symmetric (lab modes) = 0.800000
    g relative (lab modes) = 1.000000
  N=2 Z=3: kappa = 0.108333, g symmetric (lab modes) = 0.783333
    g relative (lab modes) = 1.000000
Product states 1s2p (dimensionless T, singlet sign)
  common charge 2: T = 0.416197, f(1s-2p) = 0.416197
  screened charges 2 and 1: length integral = 0.283779 bohr
  screened: slope integral = -0.354724 1/bohr
  screened: T = 0.067109
Mass ratios m/M (dimensionless)
  hydrogen-1: 5.446170e-04
  helium-4:   1.370934e-04
Hydrogen one-electron g_L = 0.99945538
Bohr magneton / h = 13996.245 MHz/T
Gaussian basis: 13 s, 10 p, 5 d shells, 68 functions
Helium 1s2p triplet P, full CI
  energy (s,p,d) = -2.133097 hartree
  energy (s,p)   = -2.132355 hartree
  kinetic energy = 2.133083 hartree
  T (s,p,d) = -0.12806
  T (s,p)   = -0.15930
  change of T from finite nuclear mass = -1.64e-04
  one-electron part of g_L - 1 = -137.09 e-6
  two-electron part of g_L - 1 = 17.56 e-6
  g_L - 1 = -119.54 e-6,  g_L = 0.99988046
  recoil shift, M_L=1, 1 tesla = -1.6731 MHz
Helium 1s2p singlet P, full CI
  energy (s,p,d) = -2.123671 hartree
  energy (s,p)   = -2.122579 hartree
  kinetic energy = 2.123654 hartree
  T (s,p,d) = 0.06497
  T (s,p)   = 0.02468
  change of T from finite nuclear mass = -1.53e-04
  one-electron part of g_L - 1 = -137.09 e-6
  two-electron part of g_L - 1 = -8.91 e-6
  g_L - 1 = -146.00 e-6,  g_L = 0.99985400
  recoil shift, M_L=1, 1 tesla = -2.0434 MHz
finished without a failed check
```
